# Decay of Small Corrugations on a Rough Crystal Surface

A crystal surface carries a shallow corrugation of height $h(x,t)$, uniform along $y$, with $h(x,0)=a_0\cos qx$ and wavelength $\lambda=2\pi/q$. Atoms can leave the crests, diffuse over the surface and join the crystal in the valleys. How fast does the corrugation decay, how does the rate depend on $q$, and under what conditions?

Here $h$ is the thermally averaged profile. The slope is $p=h_x=\tan\theta$, with subscripts $x$ and $t$ for derivatives. The surface free energy per true area is $\gamma(\theta)$, and $\tilde\gamma(\theta)=\gamma+\gamma''$ is the stiffness, with primes on $\gamma$ for derivatives in $\theta$. Written without an argument, $\tilde\gamma$ means the value at $\theta=0$. The atomic volume is $\Omega$ and the height of one atomic layer is $d$.

The worked example uses round model parameters for an unnamed crystal at $T=1200$ K, where $k_BT=0.10341$ eV:

- $\gamma(\theta)=\gamma_0(1+\varepsilon\cos4\theta)$, with $\gamma_0=5$ eV/nm² and $\varepsilon=0.02$;
- $\Omega=0.02$ nm³ and $d=0.2$ nm;
- adatom diffusivity $D=10^8$ nm²/s, and equilibrium adatom density on the flat surface $c_{eq}=0.01$ nm⁻².

Since $\gamma''=-16\gamma_0\varepsilon\cos4\theta$, the stiffness is $\tilde\gamma(\theta)=\gamma_0(1-15\varepsilon\cos4\theta)$. At zero tilt it is $5(1-0.3)=3.5$ eV/nm², while $\gamma(0)=5.1$ eV/nm². The stiffness is positive at every tilt.

## (a) When is the surface rough?

**Question.** Atomic layers favour heights that are multiples of $d$. Treat this preference as a weak term proportional to $\cos(2\pi h/d)$ on a fluctuating surface, and find when it becomes irrelevant at large size $L$.

**Solution.** Take the stiffness equal in both surface directions, as fourfold symmetry requires. Without pinning, small fluctuations of the flat surface cost

$$F=\frac{\tilde\gamma}{2}\int|\nabla h|^2\,d^2r=\frac{\tilde\gamma L^2}{2}\sum_{\mathbf k}k^2|h_{\mathbf k}|^2,\qquad h=\sum_{\mathbf k}h_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}.$$

Because $h$ is real, $\mathbf k$ and $-\mathbf k$ form a pair with energy $\tilde\gamma L^2k^2|h_{\mathbf k}|^2$. The pair has two real quadratic degrees of freedom, each with mean energy $k_BT/2$. Hence

$$\langle|h_{\mathbf k}|^2\rangle=\frac{k_BT}{\tilde\gamma L^2k^2}.$$

Now sum over modes between $k\sim1/L$ and $k\sim1/b$, where $b$ is an atomic length:

$$\langle h^2\rangle\simeq L^2\int\frac{2\pi k\,dk}{(2\pi)^2}\,\frac{k_BT}{\tilde\gamma L^2k^2}=\frac{k_BT}{2\pi\tilde\gamma}\ln\frac Lb+\text{const}.$$

The width grows without limit, which is what roughness means. For a Gaussian variable of zero mean, completing the square in the average of $e^{iKh}$ gives $\langle\cos Kh\rangle=e^{-K^2\langle h^2\rangle/2}$. With $K=2\pi/d$,

$$\left\langle\cos\frac{2\pi h}{d}\right\rangle\propto\exp\left(-\frac{2\pi^2}{d^2}\,\frac{k_BT}{2\pi\tilde\gamma}\ln\frac Lb\right)=\left(\frac Lb\right)^{-\pi k_BT/(\tilde\gamma d^2)}.$$

The pinning energy of the whole area therefore scales as $L^{2-\pi k_BT/(\tilde\gamma d^2)}$. It shrinks with size when

$$\frac{\tilde\gamma d^2}{k_BT}<\frac\pi2 .$$

In the example the left side is $3.5\times0.2^2/0.10341=1.354$, below $1.571$. The decay exponent is $\pi/1.354=2.32$, which exceeds 2, so the surface is rough by this criterion. Direct mode sums on finite grids give the same exponent.

The argument is first order in the pinning, and $\tilde\gamma$ must be the stiffness at long wavelengths. What we need from it is the cost of a tilt. Replace $\nabla h$ by $\nabla h+p\hat{\mathbf x}$ with periodic $h$. The cross term $p\int h_x\,d^2r$ vanishes, so the tilt costs $\tilde\gamma p^2/2$ per area, with no term in $|p|$. We assume that the full free energy of the rough surface likewise has no term in $|p|$ and a finite stiffness. It need not be analytic in $p$. At second order the pinning correlation decays as $r^{-2\eta}$, with $\eta=\pi k_BT/(\tilde\gamma d^2)$, and a tilt multiplies it by $\cos(2\pi px/d)$. Its two-dimensional Fourier transform adds a term in $|p|^{2\eta-2}$, here $|p|^{2.64}$, so the stiffness changes as $|p|^{0.64}$. The pinning energy also shrinks only as $L^{-0.32}$. The model $\gamma(\theta)$ leaves these effects out.

## (b) What is the chemical potential of a curved surface?

**Question.** Find the free energy change per atom added at a point of the profile, first at any slope and then at small slope.

**Solution.** Per unit width along $y$, the free energy is $\int\gamma\,ds$ with $ds=\sqrt{1+p^2}\,dx$. So

$$F=\int f(p)\,dx,\qquad f(p)=\gamma(\arctan p)\sqrt{1+p^2}.$$

Raise the surface by $\delta h(x)$. Integrating by parts over whole periods, where the boundary terms cancel, gives

$$\delta F=\int f'(p)\,\delta h_x\,dx=-\int\left[\partial_xf'(p)\right]\delta h\,dx .$$

The added atoms number $\delta h\,dx/\Omega$ in each interval. If $\mu$ is measured from its value on the flat surface, then $\delta F=\int\mu\,\delta h\,dx/\Omega$. Comparing the integrands,

$$\mu=-\Omega\,\partial_xf'(p)=-\Omega f''(p)\,h_{xx}.$$

For $f''$, use $d\theta/dp=1/(1+p^2)$. The first derivative is

$$f'=\frac{\gamma'}{1+p^2}\sqrt{1+p^2}+\frac{\gamma p}{\sqrt{1+p^2}}=\frac{\gamma'+p\gamma}{\sqrt{1+p^2}} .$$

Differentiating again,

$$f''=\frac{\gamma''/(1+p^2)+\gamma+p\gamma'/(1+p^2)}{\sqrt{1+p^2}}-\frac{p(\gamma'+p\gamma)}{(1+p^2)^{3/2}} .$$

Over the common denominator $(1+p^2)^{3/2}$ the numerator is $\gamma''+(1+p^2)\gamma+p\gamma'-p\gamma'-p^2\gamma=\gamma+\gamma''$. Therefore

$$f''=\frac{\tilde\gamma(\theta)}{(1+p^2)^{3/2}},\qquad \mu=\Omega\,\tilde\gamma(\theta)\,\kappa,\qquad\kappa=-\frac{h_{xx}}{(1+p^2)^{3/2}} .$$

This is the Gibbs-Thomson relation. The curvature $\kappa$ is positive on a crest, so atoms there have the higher chemical potential. The stiffness appears because bending a surface changes both its area and its orientation. At small slope

$$\mu=-\Omega\tilde\gamma h_{xx}=\Omega\tilde\gamma q^2h\quad\text{for }h\propto\cos qx .$$

For $\lambda=200$ nm, $q=0.03142$ nm⁻¹. With amplitude 1 nm the crest has $\mu=0.02\times3.5\times(0.03142)^2\times1=6.91\times10^{-5}$ eV.

The relation was tested by shifting single vertices of a polygonal profile with maximum slope 0.5 and counting the change in free energy. At the points examined, the largest error relative to the formula was $2.8\times10^{-5}$.

## (c) Why does roughness matter here?

**Question.** Below roughening, a facet has steps with positive free energy. Take $f=f_0+\beta|p|+g|p|^3$, where $\beta|p|$ is the cost of separate steps and $g|p|^3$ that of their interaction. How does $\mu$ depend on the amplitude?

**Solution.** For $p\neq0$, $f'=\beta\,\mathrm{sgn}\,p+3g\,p|p|$. The first term is constant on each flank, and the derivative of $p|p|$ is $2|p|h_{xx}$. Thus

$$\mu=-6\Omega g\,|p|\,h_{xx}.$$

Both $|p|$ and $h_{xx}$ are proportional to the amplitude, so $\mu$ is quadratic in it. At the crests and valleys $\mathrm{sgn}\,p$ jumps, and the local formula breaks down. The driving force about the facet is not linear, so the derivation below does not apply. The time law then depends on the kinetics. If diffusion limits the rate, $h_t\propto\partial_x^2\mu$ scales as $a^2q^5$ and the amplitude falls roughly as $1/t$. If attachment at steps limits it, the current follows the difference in $\mu$ across a terrace of width $d/|p|$ and scales as $\partial_x\mu/|p|\sim aq^3$. The decay is then again nearly exponential with a rate proportional to $q^4$. Such a decay alone does not prove that a surface is rough.

The numerical contrast is taken an eighth of a wavelength from a crest, at $\lambda=200$ nm. Doubling the amplitude from 1 to 2 nm multiplies $\mu$ by 4.000 for the cusped energy and by 2.006 for the smooth one. The excess over 2 comes from finite slope. With $\cos4\theta\simeq1-8p^2$,

$$f''\simeq\gamma_0(0.7+2.4p^2)(1-\tfrac32p^2)\simeq\tilde\gamma(1+c_2p^2),\qquad c_2=\frac{2.4-1.05}{0.7}=1.93 .$$

At the chosen point $p^2=(aq)^2/2$, which rises from $4.9\times10^{-4}$ to $19.7\times10^{-4}$. The ratio is then about $2(1+1.93\times14.8\times10^{-4})=2.006$.

## (d) How does the surface move?

**Question.** Suppose that adatoms exchange rapidly with the crystal and that atoms move by surface diffusion alone. Derive the equation for $h$ without yet assuming small slope.

**Solution.** Let $c$ be the adatom density per surface area. For dilute, non-interacting adatoms the chemical potential relative to the flat surface is $k_BT\ln(c/c_{eq})$. Rapid exchange makes it equal to the local $\mu$, so $c=c_{eq}e^{\mu/k_BT}$. With arc length $s$, Fick's law gives the current per unit width

$$j=-D\,\partial_sc=-\frac{Dc_{eq}}{k_BT}\,e^{\mu/k_BT}\,\partial_s\mu\simeq-\frac{Dc_{eq}}{k_BT}\,\partial_s\mu .$$

The last step needs $|\mu|\ll k_BT$. At the crest considered in (b), $\mu/k_BT=6.7\times10^{-4}$. We also take $D$ and $c_{eq}$ to be independent of the small tilt. On a rough surface, dense in steps and kinks, the dilute adatom gas is an idealization, and $Dc_{eq}$ is best read as an effective transport coefficient.

In time $dt$ a surface element $ds$ gains $[j(s)-j(s+ds)]\,dt=-\partial_sj\,ds\,dt$ atoms per unit width. If the change in stored adatoms is negligible, these atoms build crystal of cross-section $v_n\,ds\,dt$, where $v_n$ is the outward normal velocity. Hence

$$v_n=-\Omega\,\partial_sj .$$

A vertical displacement $h_t\,dt$ has normal component $h_t\,dt/\sqrt{1+p^2}$, so $h_t=\sqrt{1+p^2}\,v_n$. Also $\partial_s=(1+p^2)^{-1/2}\partial_x$. The two square roots cancel in the continuity equation:

$$h_t=-\Omega\,\partial_xj=\frac{\Omega Dc_{eq}}{k_BT}\,\partial_x\left[\frac{1}{\sqrt{1+p^2}}\,\partial_x\mu\right].$$

The right side is a total derivative, so the mean height is conserved. One square root remains inside because the current follows the gradient along the surface, not along $x$.

## (e) What is the decay law?

**Question.** Linearize the equation of motion and solve it for the sinusoidal corrugation.

**Solution.** To first order in $h$, replace the square root by 1 and use $\mu=-\Omega\tilde\gamma h_{xx}$:

$$h_t=-B\,h_{xxxx},\qquad B=\frac{Dc_{eq}\Omega^2\tilde\gamma}{k_BT}.$$

Insert $h=a(t)\cos qx$. Two derivatives give $-q^2\cos qx$, and four give $+q^4\cos qx$. Therefore $\dot a=-Bq^4a$, and

$$a(t)=a_0e^{-\Gamma t},\qquad\Gamma=Bq^4 .$$

This is the Mullins law. Two powers of $q$ come from curvature, one from the gradient that drives the current, and one from the divergence that turns current into growth. With $\tilde\gamma>0$ the corrugation decays; a negative stiffness would make it grow. In this linear approximation each Fourier component of a general shallow profile decays independently, the shorter waves faster. The dropped terms couple the components, so longer waves can sustain a faint remainder of a short one. The terms of third order in the slope feed $3q$ from $q$. The factor $e^{\mu/k_BT}$ dropped in (d) acts at second order and feeds $2q$, with a relative amplitude of about $\mu_{\rm crest}/14k_BT$. It changes the rate of the fundamental only at order $(\mu/k_BT)^2$.

## (f) What are the decay times, and how good is the linear law?

**Question.** Evaluate the law for an initial amplitude of 1 nm and wavelengths of 100, 200 and 400 nm. Find the first correction from finite slope.

**Solution.** The coefficient is

$$B=\frac{10^8\times0.01\times(0.02)^2\times3.5}{0.10341}=1.354\times10^4\ \text{nm}^4/\text{s},$$

or $1.354\times10^{-32}$ m⁴/s. At 200 nm, $\Gamma=1.354\times10^4\times(0.03142)^4=0.0132$ s⁻¹, so the decay time $1/\Gamma$ is 76 s. At 100 nm it is 16 times shorter, 4.7 s; at 400 nm it is 16 times longer, 1213 s or about 20 minutes. After 76 s the 400 nm corrugation still has $e^{-1/16}=94\%$ of its amplitude, while the 100 nm one has fallen by a factor $e^{-16}$. Using $\gamma(0)$ in place of $\tilde\gamma$ would raise every rate by the factor $5.1/3.5=1.46$.

For the correction, integrate the expansion of $f''$ in (c) to get $f'\simeq\tilde\gamma(p+c_2p^3/3)$. The equation of motion becomes, to third order,

$$h_t\simeq-B\,\partial_x\left[\left(1-\tfrac12p^2\right)\partial_x^2\left(p+\tfrac{c_2}{3}p^3\right)\right].$$

With $p=-aq\sin qx$ and $\sin^3\phi=\frac34\sin\phi-\frac14\sin3\phi$, the part of $p^3$ at wavevector $q$ is $\frac34(aq)^2p$. Relative to the linear term:

- the cubic term in $f'$ contributes $\frac{c_2}{3}\cdot\frac34(aq)^2=\frac{c_2}{4}(aq)^2$;
- the metric factor contributes $-\frac12\cdot\frac34(aq)^2=-\frac38(aq)^2$, since $p_{xx}=-q^2p$ at leading order.

The third harmonic that is generated has a relative size of order $(aq)^2$ and acts back on the fundamental only at a higher order. Thus

$$\dot a\simeq-\Gamma a\left[1+C(aq)^2\right],\qquad C=\frac{c_2}{4}-\frac38=0.107 .$$

Anisotropy speeds up the decay here, because the stiffness rises with tilt; this is the part $2.4/0.7$ of $c_2$. Geometry slows the decay in two ways, each contributing $-\frac38(aq)^2$: at given $h_{xx}$ a slope reduces the curvature, which is the part $-\frac32$ of $c_2$, and it lengthens the diffusion path. Averaged over one decay time with $a^2\simeq a_0^2e^{-2\Gamma t}$, the relative increase in rate is $C(a_0q)^2(1-e^{-2})/2=0.046(a_0q)^2$. At 100 nm, where $a_0q=0.0628$, this is $1.8\times10^{-4}$.

An independent calculation moved markers along the normals of the full curved surface, without the small-slope equation. Relative to $Bq^4$ its mean rates were higher by $1.8\times10^{-4}$, $4.5\times10^{-5}$ and $1.1\times10^{-5}$ at the three wavelengths. These differences follow the predicted dependence on slope squared. This holds for the analytic model $\gamma(\theta)$; for a lattice surface close to roughening, the pinning term noted in (a) can give a larger correction with a lower power of the slope. The power of $q$ between 100 and 400 nm was 4.0001.

## (g) When does a rough surface fail to obey the law?

**Question.** Let adatoms join the crystal at a finite rate $k$ and desorb at a rate $1/\tau_s$. A uniform vapour flux replaces the desorption from the flat surface. Find the decay rate and its limits.

**Solution.** Let $u=c-c_{eq}$. The density in equilibrium with the local crystal surface exceeds $c_{eq}$ by $c_{eq}\mu/k_BT=Gh$, where

$$G=\frac{c_{eq}\Omega\tilde\gamma q^2}{k_BT}.$$

Net attachment is proportional to $u-Gh$. For small sinusoidal $h$ and $u$,

$$h_t=\Omega k(u-Gh),\qquad u_t=-Ru-k(u-Gh),\qquad R=Dq^2+\frac1{\tau_s}.$$

The vapour flux has cancelled the constant part of the desorption. For solutions proportional to $e^{-\Gamma t}$ the two equations read

$$(\Gamma-\Omega kG)\,h+\Omega k\,u=0,\qquad kG\,h+(\Gamma-R-k)\,u=0 .$$

A nonzero solution needs a vanishing determinant. The terms $\pm\Omega k^2G$ cancel, leaving

$$\Gamma^2-S\,\Gamma+\Omega GkR=0,\qquad S=k+R+\Omega Gk .$$

The slow root is close to the constant term divided by $S$ when that term is small compared with $S^2$. Since $kR\le(k+R)^2/4$, their ratio is at most $\Omega G/4$. At 200 nm $\Omega G$ is about $1.3\times10^{-7}$, so we may also drop $\Omega Gk$ from $S$:

$$\Gamma\simeq\Omega G\,\frac{kR}{k+R}.$$

Define $\ell^2=D/k$ and $x_s^2=D\tau_s$. These lengths measure how far an adatom diffuses before it attaches or desorbs. Then $R=D(q^2+x_s^{-2})$, and $\Omega GD=Bq^2$, so

$$\Gamma\simeq Bq^2\,\frac{q^2+x_s^{-2}}{1+\ell^2(q^2+x_s^{-2})}.$$

Eigenvalues of the two-field rate matrix agree with this formula within the test tolerance of $10^{-4}$, relative to the formula. There are three limits.

*Fast exchange, no desorption.* For $q\ell\ll1$ and $x_s\to\infty$ the Mullins law returns. With $\ell=2$ nm the rate at 200 nm is 0.01314 s⁻¹, which is 0.4% below $Bq^4$, as the factor $1/(1+q^2\ell^2)$ requires.

*Slow exchange, no desorption.* For $q\ell\gg1$, $\Gamma\simeq Bq^2/\ell^2$. Diffusion makes the adatom density nearly equal at crests and valleys, and attachment sets the pace. The two powers of $q$ from transport are lost and those from curvature remain. With $\ell=1000$ nm the rate at 200 nm drops to $1.33\times10^{-5}$ s⁻¹, a decay time of about 21 hours. This value only illustrates the limit: $\ell^2$ is then $10^7$ times the site area $\Omega/d$, far more than is expected on a clean rough surface with many kinks. The power of $q$ between 200 and 400 nm is 2.004.

*Strong desorption.* For $qx_s\ll1$, whatever the value of $\ell$, $\Gamma\simeq Bq^2/(x_s^2+\ell^2)$. Atoms leave the crests for the vapour, and the vapour refills the valleys. With $x_s=5$ nm and $\ell=2$ nm the rate at 200 nm is 0.471 s⁻¹, about 36 times the fast-exchange value without desorption, and the power is 2.02.

Roughness supplies a finite stiffness and hence a linear driving force, but it does not by itself fix the power of $q$. Within this model the fourth power also requires

$$\ell\ll\frac1q\ll x_s,$$

together with small slope, a wavelength far above atomic size, and no transport through the bulk. The numerical output lists the values for all cases.

## Numbers as computed

```
temperature: 1200 K
kB T: 0.10341 eV
gamma0: 5.0 eV/nm^2, anisotropy eps: 0.02
gamma at zero tilt: 5.10 eV/nm^2
stiffness at zero tilt: 3.50 eV/nm^2
atomic volume: 0.020 nm^3, layer height: 0.20 nm
adatom diffusivity: 1.0e+08 nm^2/s
equilibrium adatom density: 0.010 nm^-2
stiffness d^2/(kB T): 1.3539
roughness bound pi/2: 1.5708
pinning decay exponent, mode sums: 2.3206
pinning decay exponent, formula: 2.3205
largest Gibbs-Thomson error, slope 0.5: 2.8e-05
mu ratio, amplitude doubled, smooth: 2.0056
mu ratio, amplitude doubled, cusp: 4.0000
initial amplitude: 1.0 nm
mu at crest, wavelength 200 nm: 6.909e-05 eV
mu/(kB T) at that crest: 6.681e-04
Mullins coefficient B: 1.3539e+04 nm^4/s
Mullins coefficient B: 1.3539e-32 m^4/s
wavelength 100 nm: q = 0.06283 nm^-1, slope aq = 0.0628
  rate B q^4: 2.11005e-01 1/s, decay time: 4.74 s
  rate from curved surface: 2.11043e-01 1/s
  relative difference: 1.8e-04
wavelength 200 nm: q = 0.03142 nm^-1, slope aq = 0.0314
  rate B q^4: 1.31878e-02 1/s, decay time: 75.83 s
  rate from curved surface: 1.31884e-02 1/s
  relative difference: 4.5e-05
wavelength 400 nm: q = 0.01571 nm^-1, slope aq = 0.0157
  rate B q^4: 8.24239e-04 1/s, decay time: 1213.24 s
  rate from curved surface: 8.24249e-04 1/s
  relative difference: 1.1e-05
power of q from curved surface: 4.00012
rate if gamma replaced stiffness: x 1.4571
fast exchange, no desorption: ell = 2 nm, x_s = infinite
  rate at 200 nm: 1.3136e-02 1/s
  power of q, 200 to 400 nm: 3.9957
slow exchange, no desorption: ell = 1000 nm, x_s = infinite
  rate at 200 nm: 1.3349e-05 1/s
  power of q, 200 to 400 nm: 2.0044
fast exchange, strong desorption: ell = 2 nm, x_s = 5 nm
  rate at 200 nm: 4.7053e-01 1/s
  power of q, 200 to 400 nm: 2.0226
```
